# Structure factors and extinctions of the four-atom wurtzite cell

In a model wurtzite crystal with \(a=0.32\) nm, the reciprocal-lattice vector (1 1 0) has length 39.27 nm\(^{-1}\) and a potential coefficient of magnitude 1.00 eV. The vector (1 1 1) is only slightly longer, 41.07 nm\(^{-1}\), and the atomic form factors there are still sizeable: their half sum is −0.84 eV and their half difference 0.39 eV. Yet its potential coefficient is zero. The cause lies in the positions of the atoms, which enter through two structure factors.

## 1. Cell and conventions

Let \(\mathbf a_1,\mathbf a_2\) have length \(a\) and enclose 120°, and let \(\mathbf a_3\) have length \(c\) along the hexagonal axis. The reciprocal vectors obey \(\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}\), and \(\mathbf G=h\mathbf b_1+k\mathbf b_2+l\mathbf b_3\) with integer \(h,k,l\). A position with fractional coordinates \((x,y,z)\) therefore gives

\[
\mathbf G\cdot\mathbf r=2\pi(hx+ky+lz).
\]

The length needed to evaluate form factors is

\[
|\mathbf G|^2=4\pi^2\left[\frac{4(h^2+hk+k^2)}{3a^2}+\frac{l^2}{c^2}\right].
\]

The cell holds two atoms of species A and two of species B. Each A has a B directly above it at distance \(uc\). I place the origin midway between the centres of these two vertical pairs:

\[
\begin{aligned}
\boldsymbol\tau_{A}&=\pm\left(\tfrac16,\tfrac13,\tfrac14\right)-\left(0,0,\tfrac u2\right),\\
\boldsymbol\tau_{B}&=\pm\left(\tfrac16,\tfrac13,\tfrac14\right)+\left(0,0,\tfrac u2\right).
\end{aligned}
\]

Like atoms are thus separated by \((1/3,2/3,1/2)\).

**Ideal values of u and c/a.** Take the A atom with the plus sign. Its second kind of B neighbour lies lower by \((1/2-u)c\), with three equivalent lateral displacements

\[
\mathbf p_1=\left(-\tfrac13,-\tfrac23\right),\quad
\mathbf p_2=\left(-\tfrac13,\tfrac13\right),\quad
\mathbf p_3=\left(\tfrac23,\tfrac13\right).
\]

Because \(\mathbf a_1\cdot\mathbf a_2=-a^2/2\), a lateral vector \((x,y)\) has squared length \(a^2(x^2+y^2-xy)\), which is \(a^2/3\) for all three. Let all four bonds have the same length \(d=uc\). The cosine between the vertical and a slanted bond must be \(-1/3\) for a regular tetrahedron:

\[
-\frac{(1/2-u)c}{uc}=-\frac13
\quad\Rightarrow\quad
\frac32-3u=u
\quad\Rightarrow\quad u=\frac38 .
\]

Equality of the bond lengths then gives

\[
\frac{9c^2}{64}=\frac{a^2}{3}+\frac{c^2}{64}
\quad\Rightarrow\quad
\frac{c^2}{8}=\frac{a^2}{3}
\quad\Rightarrow\quad
\frac ca=\sqrt{\frac83},
\]

and \(d=(3/8)\sqrt{8/3}\,a=\sqrt{3/8}\,a\). The angle between two slanted bonds also comes out right: their scalar product is \(-a^2/6+c^2/64=-a^2/8\), which is \(-d^2/3\). For \(a=0.32\) nm these formulas give \(c=0.5226\) nm and \(d=0.1960\) nm.

## 2. From atomic potentials to structure factors

Assume that the crystal potential is a sum of local, spherical atomic potentials \(w_j\), the same for all atoms of one species:

\[
V(\mathbf r)=\sum_{\mathbf R}\sum_{j=1}^{4}w_j(|\mathbf r-\mathbf R-\boldsymbol\tau_j|).
\]

Its Fourier coefficient is the cell average of \(V(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\). Since \(e^{-i\mathbf G\cdot\mathbf R}=1\), the integrals over one cell, summed over \(\mathbf R\), join into one integral over all space. Shifting its variable by \(\boldsymbol\tau_j\) leaves

\[
V(\mathbf G)=\frac1\Omega\sum_{j=1}^4e^{-i\mathbf G\cdot\boldsymbol\tau_j}
\int w_j(r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\]

Here \(\Omega\) is the cell volume. Define form factors normalised to the volume per atom, \(\Omega/4\):

\[
v_j(|\mathbf G|)=\frac4\Omega\int w_j(r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,
\qquad
V(\mathbf G)=\frac14\sum_{j=1}^4v_j\,e^{-i\mathbf G\cdot\boldsymbol\tau_j}.
\]

Spherical symmetry makes \(v_j\) real and dependent on \(|\mathbf G|\) alone. Now set

\[
V_S=\frac{v_A+v_B}{2},\qquad V_A=\frac{v_A-v_B}{2},
\]

so that \(v_A=V_S+V_A\) and \(v_B=V_S-V_A\). The subscript A on \(V_A\) means antisymmetric; lower-case \(v_A\) belongs to species A. With \(P_j=+1\) on A atoms and \(-1\) on B atoms, substitution gives

\[
V(\mathbf G)=V_SS_S+iV_AS_A,
\]

\[
S_S=\frac14\sum_je^{-i\mathbf G\cdot\boldsymbol\tau_j},\qquad
iS_A=\frac14\sum_jP_je^{-i\mathbf G\cdot\boldsymbol\tau_j}.
\]

## 3. Evaluation of the sums

The scalar product of \(\mathbf G\) with \((1/6,1/3,1/4)\) is

\[
\phi=2\pi\left(\frac h6+\frac k3+\frac l4\right)
=\frac{\pi(h+2k)}3+\frac{\pi l}{2}.
\]

The vertical shift \(u/2\) contributes \(2\pi l(u/2)=\pi lu\), with a minus sign for A and a plus sign for B. Hence

\[
\begin{aligned}
\sum_{A}e^{-i\mathbf G\cdot\boldsymbol\tau}&=e^{i\pi lu}(e^{-i\phi}+e^{i\phi})=2\cos\phi\,e^{i\pi lu},\\
\sum_{B}e^{-i\mathbf G\cdot\boldsymbol\tau}&=2\cos\phi\,e^{-i\pi lu}.
\end{aligned}
\]

One quarter of the sum and of the difference of these lines gives \(\cos\phi\cos(\pi lu)\) and \(i\cos\phi\sin(\pi lu)\). Therefore

\[
\boxed{
\begin{aligned}
S_S&=\cos\left[\frac{\pi(h+2k)}3+\frac{\pi l}2\right]\cos(\pi lu),\\
S_A&=\cos\left[\frac{\pi(h+2k)}3+\frac{\pi l}2\right]\sin(\pi lu).
\end{aligned}}
\]

Both are real with this origin. Reversing \(\mathbf G\) leaves \(S_S\) unchanged and reverses \(S_A\), so \(V(-\mathbf G)=V(\mathbf G)^*\), as a real potential requires.

The common factor describes the arrangement of the two vertical pairs; the factors containing \(u\) describe the interference inside a pair. Squaring and adding removes the latter:

\[
S_S^2+S_A^2=\cos^2\phi .
\]

If \(h+2k\) is a multiple of three, \(\cos^2\phi\) is 1 for even \(l\) and 0 for odd \(l\). Otherwise it is 1/4 for even \(l\) and 3/4 for odd \(l\), because \(\cos^2(\pi n/3)=1/4\) and \(\sin^2(\pi n/3)=3/4\) when \(n\) is not a multiple of three.

## 4. The joint extinction

**Sufficiency.** Let \(h+2k=3m\) and \(l=2n+1\), with integers \(m,n\). Then

\[
\phi=\pi m+\pi n+\frac\pi2,\qquad \cos\phi=0,
\]

and both structure factors vanish.

The physical content is visible in the phase between two like atoms,

\[
2\phi=\frac{2\pi(h+2k)}3+\pi l .
\]

Their lateral separation contributes \(2\pi m\), which has no effect. Their height difference \(c/2\) contributes an odd multiple of \(\pi\). The two A atoms cancel each other, and so do the two B atoms. No balance between A and B is needed, so the cancellation holds for any pair of form factors.

**Necessity.** Suppose both structure factors vanish. Since \(\cos^2(\pi lu)+\sin^2(\pi lu)=1\), the two pair factors cannot vanish together, so \(\cos\phi=0\). Write \(\phi=\pi N/6\) with

\[
N=2(h+2k)+3l .
\]

The cosine vanishes when \(N=3q\) with \(q\) odd. Then \(2(h+2k)=3(q-l)\) is divisible by three, and because 2 is not, \(h+2k=3m\). Inserting this gives \(2m+l=q\), so \(l\) is odd. The extinction rule is therefore an equivalence:

\[
S_S=S_A=0\quad\Longleftrightarrow\quad
h+2k\equiv0\pmod 3\ \text{ and }\ l\ \text{odd}.
\]

Neither \(u\) nor \(c/a\) entered the proof. The rule holds for the ideal cell and also for a cell stretched along \(c\) or with a changed \(u\), as long as like atoms keep the separation \((1/3,2/3,1/2)\).

**Separate zeros of the ideal cell.** With \(u=3/8\) the pair factors are \(\cos(3\pi l/8)\) and \(\sin(3\pi l/8)\). The cosine vanishes when \(3l=4\times\text{odd}\), hence for \(l\) an odd multiple of 4. The sine vanishes when \(3l/8\) is an integer, hence for \(l\) a multiple of 8, including zero. These zeros remove one structure factor and leave the other, unless the joint rule also applies, which it cannot for even \(l\).

In the limit of identical species, \(V_A=0\) and only \(V_SS_S\) remains. The ideal crystal then also loses every coefficient with \(l=\pm4,\pm12,\ldots\). Unlike the joint extinction, this loss depends on \(u\). At \(u=0.377\), \(S_S(0\,0\,4)\) is 0.0251; multiplied by the ideal-cell \(V_S=-0.402\) eV, it gives a coefficient of about 10 meV in magnitude.

## 5. Implementation

The integer \(N\) gives a safe test for forbidden coefficients: they are those with \(N\equiv3\pmod6\). Setting them to zero by integer arithmetic avoids small residues from a floating-point cosine. Since \(\cos\phi=\cos(\pi N/6)\), a table of twelve values indexed by \(N\) modulo 12 supplies the common factor with its sign.

**Another origin.** Moving all atoms by \(\mathbf t\) multiplies \(V(\mathbf G)\) by \(e^{-i\mathbf G\cdot\mathbf t}\). Zeros remain zeros, but the two sums are no longer real in general. Consider the coordinate list

\[
A:\left(\tfrac13,\tfrac23,0\right),\left(\tfrac23,\tfrac13,\tfrac12\right);
\quad
B:\left(\tfrac13,\tfrac23,u\right),\left(\tfrac23,\tfrac13,\tfrac12+u\right).
\]

It follows from the present one by \(\mathbf t=(1/2,1,1/4+u/2)\), up to lattice vectors. The coefficients for that list are

\[
V'(\mathbf G)=e^{-i\pi(h+l/2+lu)}\,V(\mathbf G),
\]

where the term \(2\pi k\) has been dropped from the phase. All coefficients of one Hamiltonian must use the same origin.

**Another in-plane basis.** One may instead use \(\mathbf a_1'=\mathbf a_1\) and \(\mathbf a_2'=\mathbf a_1+\mathbf a_2\), which enclose 60°. Since an index is \(\mathbf G\cdot\mathbf a_i/2\pi\), the new indices are \(h'=h\) and \(k'=h+k\). Then

\[
h+2k=h'+2(k'-h')=3k'-(h'+k').
\]

In this basis the rule reads: \(h'+k'\) divisible by three and \(l\) odd.

**Meaning in the plane-wave Hamiltonian.** A zero \(V(\mathbf G)\) removes the direct matrix element between plane waves whose wave vectors differ by \(\mathbf G\). It does not by itself exclude indirect coupling. For instance, (0 0 1) is the sum of (1 0 1) and (−1 0 0), and both of these are allowed. The contributions of all such paths must be added, however. For wave vectors on the hexagonal axis, or in a glide plane containing it, they cancel exactly for (0 0 1), because the glide described in Section 7 gives the two plane waves opposite signs. They also cancel on the Bragg plane \(k_z=\pm\pi/c\), where the two plane waves have equal kinetic energy. There the twofold screw rotation, \((x,y,z)\to(-x,-y,z+1/2)\) in the second coordinate list, combined with time reversal exchanges them, and for spinless electrons its square is −1, which forbids any coupling between the two. No gap opens on that plane. Elsewhere the sum need not vanish.

## 6. Numerical example

The two species are represented by Gaussian wells \(w(r)=-D\exp(-r^2/2s^2)\), with \(D=20\) eV, \(s=0.045\) nm for A and \(D=60\) eV, \(s=0.050\) nm for B. Their form factors are

\[
v(q)=-\frac{4D}{\Omega}(2\pi)^{3/2}s^3e^{-q^2s^2/2},
\]

with \(\Omega=0.04634\) nm\(^3\). The parameters are chosen, not fitted to a band structure.

For (0 0 2), \(\phi=\pi\) and \(\pi lu=3\pi/4\), so \(S_S=0.7071\) and \(S_A=-0.7071\). With \(V_S=-3.164\) eV and \(V_A=1.785\) eV,

\[
V(0\,0\,2)=(-2.237-1.262\,i)\ \text{eV},\qquad
|V|=2.569\ \text{eV}=0.189\ \text{Ry}.
\]

This is the largest magnitude among the tabulated reflections. For (1 0 1), \(\phi=5\pi/6\) and \(\pi lu=3\pi/8\), so

\[
\begin{aligned}
S_S&=(-0.8660)(0.3827)=-0.3314,\\
S_A&=(-0.8660)(0.9239)=-0.8001 .
\end{aligned}
\]

The antisymmetric part dominates here: \(|V_AS_A|=1.282\) eV against \(|V_SS_S|=0.952\) eV, although \(|V_A|<|V_S|\). Together they give \(|V|=1.597\) eV.

For the pair in the opening, (1 1 0) has \(\phi=\pi\), hence \(S_S=-1\), \(S_A=0\) and \(|V|=|V_S|=1.00\) eV. For (1 1 1), \(\phi=3\pi/2\), and both factors are zero.

Explicit sums over atomic positions were compared with the closed formulas for all \(|h|,|k|\le6\), \(|l|\le12\). This was done for the ideal cell, for \(c/a=1.626\) with \(u=0.377\), and for \(c/a=1.5\) with \(u=0.41\). Each set of 4225 vectors contains the same 684 joint zeros, those given by the rule, and the largest difference in a structure factor is \(8\times10^{-15}\). A numerical Fourier transform of the real-space potential of the ideal cell, for \(|h|,|k|\le3\) and \(|l|\le5\), agrees with \(V_SS_S+iV_AS_A\) to \(10^{-15}\) eV. The full table is in the numerical output.

## 7. Where the rule fails

**Nonspherical potentials.** Part of the extinction follows from crystal symmetry alone. In the second coordinate list of Section 5, the operation \((x,y,z)\to(y,x,z+1/2)\) maps the A atoms onto A atoms and the B atoms onto B atoms. It is a reflection \(M\) followed by a shift of \(c/2\), a glide. Invariance of the potential means

\[
\sum_{\mathbf G}V(\mathbf G)e^{i\mathbf G\cdot\mathbf r}
=\sum_{\mathbf G}V(\mathbf G)e^{i\pi l}e^{i(M\mathbf G)\cdot\mathbf r}.
\]

For \(h=k\), \(M\mathbf G=\mathbf G\), so \(V(\mathbf G)=(-1)^lV(\mathbf G)\), which forces a zero for odd \(l\). The threefold rotations extend this to \((h,-2h,l)\) and \((-2h,h,l)\). Thus (1 1 1) is absent for any local potential with the crystal symmetry.

The vector (3 0 1) satisfies the joint rule but belongs to none of these families. Crystal symmetry alone does not enforce its absence, but spherical potentials centred at the atomic sites do. To see what lifts it, add identical spherical wells on all bonds, at a fraction \(f\) of the way from A to B. Wells on vertical bonds repeat the separation of like atoms and cancel. The slanted bonds have lateral displacements \(\mathbf p_i\) from one A atom and \(-\mathbf p_i\) from the other, with equal vertical components. With \(e^{i\phi}=-e^{-i\phi}\) at a forbidden vector, their phase sum has magnitude

\[
\left|\sum_{i=1}^3\left(e^{-if\alpha_i}-e^{if\alpha_i}\right)\right|
=2\left|\sum_{i=1}^3\sin(f\alpha_i)\right|,
\qquad \alpha_i=\mathbf G\cdot\mathbf p_i .
\]

When \(h+2k\) is a multiple of three, each \(\alpha_i\) is a multiple of \(2\pi\). Wells at the bond centres, \(f=1/2\), therefore still cancel. For (3 0 1), \(\alpha_i=-2\pi,-2\pi,4\pi\), and at \(f=0.60\) the magnitude is

\[
2\,|2(0.588)+0.951|=4.25 .
\]

Bond wells of depth 5 eV and width 0.050 nm then give \(|V(3\,0\,1)|=2.3\) meV. The number scales linearly with the chosen depth and is not a prediction for a material.

**Relative displacement of the pairs.** Let one vertical A–B pair move rigidly by \(\boldsymbol\delta\) relative to the other. With the origin again midway between them, \(\phi\) becomes \(\phi+\mathbf G\cdot\boldsymbol\delta/2\). At a forbidden vector the common factor changes from zero to magnitude \(|\sin(\mathbf G\cdot\boldsymbol\delta/2)|\). For (1 1 1) and a displacement of 0.001 nm along the lateral part of \(\mathbf G\), this is \(\sin(0.0196)\approx0.020\). The remaining factor is

\[
\sqrt{(0.844\times0.383)^2+(0.395\times0.924)^2}\ \text{eV}=0.49\ \text{eV},
\]

so the coefficient becomes about 10 meV. Such a displacement breaks the glide that protected it.

**A slightly nonideal cell.** Symmetry does not fix \(c/a\) and \(u\) at their ideal values, so a small departure from them is worth testing. Changing the model to \(c/a=1.626\), \(u=0.377\) at fixed \(a\) and fixed wells leaves the forbidden coefficients at zero. The largest change of a magnitude \(|V|\) in the table is 12 meV, at (0 0 2), or 0.5% of its ideal value; the complex coefficient itself moves by 31 meV with the origin of Section 1, because its phase turns as well; at (0 0 4) the magnitude falls by 2%. The wells are a simplification too. The transform of an attractive Gaussian is negative at every \(|\mathbf G|\), so \(V_S\) stays negative throughout the table, whereas a potential with a repulsive core can have a positive \(V_S\) at larger \(|\mathbf G|\). Nonlocal terms, spin–orbit coupling and self-consistent screening are also left out. In an alloy layer, atoms on one sublattice differ, and the cancellation between like atoms holds only for the averaged potential if the mean sites and mean form factors keep the assumed equivalence.

## Table of computed values

```
Lattice constants a, c: 0.3200, 0.5226 nm
Ideal c/a and u: 1.632993, 0.3750 (dimensionless)
Bond length from neighbour search: 0.19596 nm
Cell volume: 0.046341 nm^3; per atom: 0.011585 nm^3
Well depths A, B: 20.0, 60.0 eV
Well widths A, B: 0.045, 0.050 nm
Columns: h k l | G (1/nm) | S_S | S_A | V_S (eV) | V_A (eV) | abs V ideal (eV) | abs V nonideal (eV)
 0  0  1 |  12.024 |  0.00000 |  0.00000 |  -5.32523 |  3.18500 |  0.00000 |  0.00000
 1  0  0 |  22.672 |  0.50000 |  0.00000 |  -3.41741 |  1.94511 |  1.70871 |  1.71605
 0  0  2 |  24.048 |  0.70711 | -0.70711 |  -3.16411 |  1.78454 |  2.56868 |  2.58055
 1  0  1 |  25.664 | -0.33141 | -0.80010 |  -2.87388 |  1.60206 |  1.59693 |  1.59529
 1  0  2 |  33.051 |  0.35355 | -0.35355 |  -1.71127 |  0.89147 |  0.68220 |  0.68584
 0  0  3 |  36.072 |  0.00000 |  0.00000 |  -1.33416 |  0.67060 |  0.00000 |  0.00000
 1  1  0 |  39.270 | -1.00000 |  0.00000 |  -1.00165 |  0.48174 |  1.00165 |  1.00596
 1  1  1 |  41.069 |  0.00000 |  0.00000 |  -0.84363 |  0.39452 |  0.00000 |  0.00000
 1  0  3 |  42.605 | -0.80010 | -0.33141 |  -0.72436 |  0.33004 |  0.58979 |  0.58089
 2  0  0 |  45.345 | -0.50000 |  0.00000 |  -0.54457 |  0.23562 |  0.27228 |  0.27346
 1  1  2 |  46.048 | -0.70711 |  0.70711 |  -0.50473 |  0.21524 |  0.38800 |  0.39067
 2  0  1 |  46.912 | -0.33141 | -0.80010 |  -0.45904 |  0.19216 |  0.21629 |  0.21553
 0  0  4 |  48.096 |  0.00000 | -1.00000 |  -0.40198 |  0.16382 |  0.16382 |  0.16018
 3  0  1 |  69.072 |  0.00000 |  0.00000 |  -0.02299 |  0.00322 |  0.00000 |  0.00000
 0  0  8 |  96.191 | -1.00000 |  0.00000 |  -0.00015 | -0.00006 |  0.00015 |  0.00014
Strongest tabulated reflection h k l: 0 0 2
Its abs V: 2.56868 eV = 0.18879 Ry
Nonideal c/a and u: 1.626, 0.377 (dimensionless)
S_S(0 0 4), nonideal: 0.02513 (dimensionless)
Largest tabulated nonideal change at h k l: 0 0 2
Its change in abs V: 11.87 meV
Bond-well depth, width: 5.0 eV, 0.050 nm
Bond-well position from A: 0.60 of bond length
Bond-well abs V(3 0 1): 2.3222 meV
Indices tested per geometry: 4225; forbidden: 684
Largest structure-factor error: 7.9e-15 (dimensionless)
Largest real-space Fourier error: 9.7e-16 eV
```
